\section*{Sag of a Dielectric Cap over an Evacuated Gap}

\section{Definitions and conventions}

A flat cap of thickness $t=20$ nm covers an evacuated gap of width $L=100$ nm. The gap is long in the $y$ direction. The coordinate $x$ runs across it from its middle, so the edges are at $x=\pm L/2$, and $z$ is measured downward from the mid-plane of the cap. The deflection $w(x)$ is positive into the gap. A pressure difference $p=0.1$ MPa pushes the cap downward.

The cap is isotropic and linearly elastic, with Young modulus $E=10$ GPa and Poisson ratio $\nu=0.25$. Its shear modulus is
\[
G=\frac{E}{2(1+\nu)}=\frac{10}{2.5}\ \text{GPa}=4\ \text{GPa}.
\]
Clamped edges neither move nor let the cross-section rotate. The film has no built-in stress at first, and nothing varies along $y$.

The quantity sought is the central deflection, or sag, $w(0)$. Bending of a thin plate gives about 4 pm. Since $t/L=1/5$, shear of the cap must be examined too; it raises the result for rigid clamps to about 5.5 pm.

\section{Back-of-envelope estimate}

Let $D$ be the bending rigidity per unit length along the gap, so that bending energy per unit area is $D(w'')^2/2$. Section 3 derives
\[
D=\frac{Et^3}{12(1-\nu^2)}=7.11\times10^{-15}\ \text{N m}.
\]
A simple shape with zero deflection and slope at both edges is
\[
w=\frac{w_0}{2}(1+\cos kx),\qquad k=\frac{2\pi}{L}.
\]
Its curvature is $w''=-(w_0k^2/2)\cos kx$. The average of $\cos^2kx$ over the width is $1/2$, and the average of $w$ is $w_0/2$. The elastic energy minus the work of the pressure, per unit length along the gap, is therefore
\[
U=\frac{DLk^4w_0^2}{16}-\frac{pLw_0}{2}.
\]
Setting $dU/dw_0=0$ gives $Dk^4w_0/8=p/2$, so
\[
w_0=\frac{4p}{Dk^4}=\frac{pL^4}{4\pi^4D}\approx\frac{pL^4}{390D}\approx3.6\ \text{pm}.
\]

Shear can be estimated as quickly. Each edge carries a force $pL/2$ per unit length, so the mean shear stress there is $pL/(2t)=0.25$ MPa. Division by $G$ gives an angle of $6.25\times10^{-5}$. The angle falls linearly to zero at mid-gap; its average, half this value, acts over $L/2=50$ nm and lowers the centre by about 1.6 pm. Shear is a substantial part of the answer.

\section{Bending derived from force balance}

In pure bending, cross-sections stay plane and perpendicular to the mid-plane. A section tilted by $w'$ has horizontal displacement $u=-zw'$, hence strain $\varepsilon_x=-zw''$. The vertical normal stress is neglected beside $\sigma_x$. Because the gap is long, $\varepsilon_y=0$, and Hooke's law gives
\begin{align}
0=\varepsilon_y&=\frac{\sigma_y-\nu\sigma_x}{E}
\quad\Rightarrow\quad \sigma_y=\nu\sigma_x,\\
\varepsilon_x&=\frac{\sigma_x-\nu\sigma_y}{E}
=\frac{1-\nu^2}{E}\sigma_x.
\end{align}
The bending moment per unit length is then
\[
M=\int_{-t/2}^{t/2}z\sigma_x\,dz
=-\frac{Ew''}{1-\nu^2}\int_{-t/2}^{t/2}z^2\,dz=-Dw'',
\]
since the last integral is $t^3/12$. This is the rigidity used above.

Let $Q=\int\tau_{xz}\,dz$ be the downward shear force on a face whose outward normal is $+x$. Vertical balance of a slice of width $dx$ reads $Q(x+dx)-Q(x)+p\,dx=0$, so $Q'=-p$. Horizontal equilibrium inside the cap is $\partial_x\sigma_x+\partial_z\tau_{xz}=0$. Multiplying by $z$, integrating through the thickness and using zero shear stress on both surfaces gives $M'-Q=0$. Thus
\begin{equation}
M''=-p,\qquad Dw''''=p.
\end{equation}

Symmetry removes odd powers of $x$:
\[
w=\frac{p x^4}{24D}+\frac{Bx^2}{2}+C.
\]
Zero slope at $x=L/2$ requires $pL^3/(48D)+BL/2=0$, hence $B=-pL^2/(24D)$. Zero deflection there requires
\[
\frac{pL^4}{384D}-\frac{pL^4}{192D}+C=0,
\qquad C=\frac{pL^4}{384D}.
\]
Collecting the terms,
\begin{equation}
w_b(x)=\frac{p}{24D}\left(\frac{L^2}{4}-x^2\right)^2,
\qquad w_b(0)=\frac{pL^4}{384D}.
\end{equation}
For the stated cap,
\[
w_b(0)=\frac{(10^5\ \text{Pa})(10^{-7}\ \text{m})^4}
{384(7.111\times10^{-15}\ \text{N m})}=3.66\ \text{pm}.
\]
The cosine estimate was close because its shape resembles this polynomial.

The moment also gives the stress. At the edge, $Dw_b''=pL^2/8-pL^2/24=pL^2/12$. The stress is linear in $z$ and its largest magnitude is $6|M|/t^2$, so
\[
\sigma_{\max}=\frac{pL^2}{2t^2}=12.5\,p=1.25\ \text{MPa}.
\]
This is the plate-theory stress; it does not describe stress concentration at a sharp corner.

\section{The shear contribution}

Now let the section rotate by $\psi$, which need no longer equal the slope $w'$. The difference $\gamma=w'-\psi$ is the mean shear angle. The moment becomes $M=-D\psi'$, and the shear force is written $Q=\kappa Gt\gamma$, where $\kappa$ accounts for the uneven stress through the thickness.

To find $\kappa$, use $\sigma_x=12Mz/t^3$ in horizontal equilibrium. Since $M'=Q$,
\[
\partial_z\tau_{xz}=-\frac{12Qz}{t^3},\qquad
\tau_{xz}=\frac{3Q}{2t}\left(1-\frac{4z^2}{t^2}\right),
\]
where the constant makes the stress vanish on both surfaces. With $s=z/t$, the shear energy per unit area is
\[
\int_{-t/2}^{t/2}\frac{\tau_{xz}^2}{2G}\,dz
=\frac{Q^2}{2Gt}\,\frac94\int_{-1/2}^{1/2}(1-4s^2)^2ds
=\frac{Q^2}{2Gt}\,\frac94\,\frac8{15}
=\frac{Q^2}{2Gt}\,\frac65 .
\]
Equating this to $Q^2/(2\kappa Gt)$ gives $\kappa=5/6$.

The equation $M''=-p$ now reads $D\psi'''=p$, with $\psi=0$ at the clamps and $\psi$ odd in $x$ by symmetry. These are the conditions already satisfied by $w_b'$, so $\psi=w_b'$. Symmetry gives $Q(0)=0$ and hence $Q=-px$. The additional deflection obeys
\[
w_s'=\gamma=-\frac{px}{\kappa Gt},\qquad w_s(L/2)=0,
\]
which integrates to
\begin{equation}
w_s(x)=\frac{p}{2\kappa Gt}\left(\frac{L^2}{4}-x^2\right),
\qquad w_s(0)=\frac{pL^2}{8\kappa Gt}.
\end{equation}
Numerically,
\[
w_s(0)=\frac{(10^5)(10^{-14})}
{8(5/6)(4\times10^9)(2\times10^{-8})}\ \text{m}=1.875\ \text{pm}.
\]
The total is 5.54 pm before the parts are rounded, or $2.8\times10^{-4}$ of the cap thickness.

The relative importance of shear follows from
\begin{equation}
\frac{w_s(0)}{w_b(0)}=\frac{48D}{\kappa GtL^2}
=\frac{8}{\kappa(1-\nu)}\left(\frac tL\right)^2,
\end{equation}
where $D/G=t^3/[6(1-\nu)]$ has been used. For $\nu=0.25$ the coefficient is 12.8, and the ratio here is 0.51. It drops below one tenth when $L/t$ exceeds about 11. In that thin limit the sag grows as $L^4/t^3$. Where shear dominates, the formula grows as $L^2/t$, but the span is then only a few thicknesses and a plate description becomes doubtful.

\section{Comparison with two-dimensional elasticity}

A finite-element solution of plane-strain elasticity avoids the assumptions about plane sections and shear stress. With the end faces held fixed and pressure on the upper surface, it gives a mid-plane sag of 5.45 pm on a uniform mesh, rising to 5.46 pm when the mesh is refined at the clamped corners. The plate result of 5.54 pm is about 1.5\% higher.

Two further calculations test the parts separately. When the shear modulus alone is multiplied by 30, the elastic solution falls to about 3.66 pm. Shear compliance is therefore responsible for the excess over thin-plate bending. The close match with $w_b(0)$ is partly accidental: the plate sum at this stiffness is 3.72 pm, and with still stiffer shear the elastic solution settles near 3.60 pm, slightly below the thin-plate value. For a cap 2.5 nm thick, with width, pressure and material held fixed, elasticity gives 1.887 nm and the plate sum 1.890 nm. They differ by less than 0.2\%, whereas omitting the factor $1-\nu^2$ from $D$ would change the bending part by about 7\%. This supports the rigidity in the thin limit. Both calculations are linear; a real cap deflected by three quarters of its thickness would also stretch appreciably, and its sag would be smaller.

The long-gap assumption can also be tested. For thin rectangular plates clamped on all four sides, the central sag divided by that of the infinite strip is 0.486, 0.973 and 1.005 for length-to-width ratios of 1, 2 and 3. At the centre, a gap three widths long is already long to within 1\% in this model.

\section{Supports that yield}

The rigid clamp is a much stronger assumption. Consider a periodic row of gaps separated by supports 100 nm wide and 100 nm high, bonded to the cap and made of the same material. Their bases are fixed, and pressure acts on the whole upper surface. Measured relative to the cap above the middle of a support, the sag is about 11 pm, twice the rigid-clamp value. Uniform meshes give 10.86 and 10.94 pm as the element size is halved; they converge slowly because of the re-entrant corner, and refinement there gives 11.0 pm.

The edge of the cap can now rotate and sink; the calculation does not separate these motions. The result belongs to this geometry and is not an upper bound. Softer supports would yield more. Extra height would add almost nothing to this relative sag: a support loaded equally from both sides is, well below the cap, simply compressed, and the added sinking is shared by the whole cap.

\section{Film stress, stretching and voltage}

A uniform tensile film stress $\sigma$ adds an energy $\sigma t(w')^2/2$ per unit area. For the cosine shape this replaces $Dk^4$ by $Dk^4+\sigma tk^2$. The bending sag is therefore multiplied by approximately
\begin{equation}
\frac{1}{1+\sigma/\sigma_c},\qquad
\sigma_c=\frac{Dk^2}{t}=\frac{4\pi^2D}{L^2t}=1.40\ \text{GPa}.
\end{equation}
For compression, $\sigma$ is negative. The factor diverges at $\sigma=-\sigma_c$, where a flat thin cap buckles if nothing varies along $y$. Equal compression along $y$, common in deposited films, lowers this threshold slightly, because the buckled shape can then vary along the gap. A stress of 100 MPa, taken as a rough film value, gives thin-plate factors of 0.934 in tension and 1.076 in compression. Both agree with the approximation to within 1\%. Shear makes the present cap more sensitive to film stress than these factors suggest: its total sag changes by factors of about 0.91 and 1.11, and the buckling stress drops to about 1.0 GPa, a strain of order 10\% at which linear elasticity is no longer reliable. All of this treats a flat cap whose supports take no part in the stress. If the supports of Section 6 carry the same 100 MPa tension across the gap direction, their free sidewalls relax and bend the cap by about 0.5 nm with no pressure at all, far more than the pressure sag.

The sag itself also stretches the cap. With $s=2x/L$ and $w_b=w_b(0)(1-s^2)^2$, the mean strain is
\[
\frac1L\int_{-L/2}^{L/2}\frac{(w_b')^2}{2}\,dx
=\frac{32w_b(0)^2}{L^2}\int_{-1}^{1}s^2(1-s^2)^2\frac{ds}{2}
=\frac{256}{105}\frac{w_b(0)^2}{L^2}.
\]
Multiplying by $E/(1-\nu^2)$ and dividing by $\sigma_c$ gives $2.5\times10^{-8}$. Linear theory is amply justified for this load.

If the lines beside the gap differ by 1 V, the field scale is $V/L=0.10$ MV/cm. A field parallel to a dielectric surface is continuous across it, so the energy densities on the two sides differ by $(\varepsilon_r-1)\varepsilon_0(V/L)^2/2$. For relative permittivity $\varepsilon_r=4$ this pressure scale is 0.0013 MPa, or 1.3\% of the applied pressure. It is a scale for the lower surface alone. It ignores field concentration at corners and the opposite pull on the upper surface, which can cancel much of the load near mid-gap.

\section{Thermal motion}

A sag of a few picometres is a mean position, about which the cap fluctuates. Let a central point force $F$ produce a central displacement $CF$. Holding the centre at a displacement $\delta w$ from its mean then costs at least $\delta w^2/(2C)$. For a quadratic energy, integrating over all other displacements in the classical Boltzmann distribution leaves a Gaussian with this minimum energy in its exponent, so
\[
\langle\delta w^2\rangle=k_BTC.
\]

To find $C$ in thin-plate theory, allow variation along $y$. Isotropy turns the bending equation into $D(\partial_x^2+\partial_y^2)^2w=F\delta(x)\delta(y)$. For the Fourier component $f(x)e^{iky}$, where $k>0$ is now the wave number along the gap,
\[
D\left(\frac{d^2}{dx^2}-k^2\right)^2f=F\delta(x).
\]
The third derivative jumps by $F/D$ at the force. For $x>0$, with $u=kx$, the even solution satisfying this jump is
\[
f=A\cosh u+Hu\sinh u+c(u\cosh u-\sinh u),
\quad c=\frac{F}{4Dk^3}.
\]
Indeed $f'(0)=0$ and $f'''(0^+)=2ck^3=F/(2D)$. With $q=kL/2$, clamping gives
\begin{align}
A\cosh q+Hq\sinh q&=-c(q\cosh q-\sinh q),\\
A\sinh q+H(\sinh q+q\cosh q)&=-cq\sinh q.
\end{align}
The determinant is $\sinh q\cosh q+q$. Eliminating $H$ and using $\cosh^2q-\sinh^2q=1$ yields
\[
f(0)=A=c\,\frac{\sinh^2q-q^2}{\sinh q\cosh q+q}.
\]
Positive and negative wave numbers contribute equally, so $w(0,0)=\pi^{-1}\int_0^\infty f(0)\,dk$. Substituting $k=2q/L$,
\begin{equation}
C=\frac{L^2}{16\pi D}\int_0^\infty
\frac{\sinh^2q-q^2}{q^3(\sinh q\cosh q+q)}\,dq.
\end{equation}
The integral is 0.364, giving $C=0.0102$ m/N. At 300 K the root-mean-square motion is 6.5 pm, comparable with the mean sag. This is the thin-plate part only. Shear adds motion at shorter wavelengths, by an amount that depends on the size of the patch whose position is observed.

\section{Reading the result for a real gap}

These parameters resemble a dense organosilicate dielectric closing an air gap between interconnect lines. A modulus of 10 GPa is a rough typical value for such a film, though its relative permittivity is nearer 3 than the 4 used above, and a finished cap is usually buried under further layers rather than free; 100 nm is wide for a gap between closely spaced lines. At fixed geometry and Poisson ratio, every static sag above without film stress scales as $p/E$, provided that elastic supports change modulus with the cap. Real caps may have a curved underside where deposition closed the gap, and their supports contain metal and dielectric of different stiffness. For the sag caused by the pressure alone over a long gap, the end condition matters most (residual stress in the supports can bend the cap far more): replacing the rigid clamp by a bonded support of the same material, above which the cap itself can also deform, moves the sag from 5.5 to about 11 pm. The thin-plate value of about 4 pm is thus a sound order of magnitude, but it is too low for this cap even with rigid clamps. The numerical output lists the parameters and the uniform-mesh values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gap width: 100 nm
Cap thickness: 20 nm
Young modulus: 10 GPa
Poisson ratio: 0.25
Pressure difference: 0.1 MPa
Shear modulus: 4.00 GPa
Shear energy factor: 0.8333
Plate rigidity: 7.111e-15 N m
Thin-plate bending sag: 3.66 pm
Added shear sag: 1.87 pm
Bending plus shear sag: 5.54 pm
Shear/bending ratio: 0.512
Total sag/thickness: 2.77e-04
Clamp bending stress: 1.25 MPa
Finite-element clamped sag: 5.45 pm
Same, coarser mesh: 5.45 pm
Shear stiffened 30 times: 3.66 pm
Thin test cap thickness: 2.5 nm
Thin test, finite elements: 1.8869 nm
Thin test, plate formula: 1.8900 nm
Length/width 1: sag/long-strip sag 0.486
Length/width 2: sag/long-strip sag 0.973
Length/width 3: sag/long-strip sag 1.005
Elastic support width: 100 nm
Elastic support height: 100 nm
Sag with elastic supports: 10.94 pm
Same, coarser mesh: 10.86 pm
Film stress magnitude: 100 MPa
Critical compressive stress: 1.404 GPa
Bending sag factor in tension: 0.934
Bending sag factor in compression: 1.076
Stretching stress/critical stress: 2.48e-08
Voltage across gap: 1.0 V
Gap field: 0.10 MV/cm
Cap relative permittivity: 4.0
Electric pressure scale: 0.00133 MPa
Electric/applied pressure: 0.0133
Temperature: 300 K
Point-response integral: 0.3640
Point compliance: 0.0102 m/N
Thermal rms motion, thin plate: 6.49 pm
\end{verbatim}
